# Electron reflection phase across a substrate gap in the two-band model

An electron in a thin metal film travels normal to the layers and meets a crystalline substrate whose band structure has a gap at its energy. It cannot propagate there, so it is totally reflected, with a phase that helps to fix the energy levels of the film. The problem is to find how this phase varies across the gap, and when the answer can be trusted.

**Model.** The algebra uses atomic units. The substrate fills \(z>z_0\) with potential \(V_0+2V\cos 2pz\), where \(p\) is the zone-boundary wavevector and \(\pi/p\) the layer spacing. The film fills \(z<z_0\) with a constant potential. There is no absorption and no motion along the layers. Define

\[
\varepsilon=E-V_0,\qquad \varepsilon_p=\frac{p^2}{2},\qquad v=\frac{|V|}{\varepsilon_p}<1 .
\]

With time factor \(e^{-iEt}\), the film wave is

\[
\psi=e^{ik(z-z_0)}+e^{i\phi}e^{-ik(z-z_0)} ,
\]

so \(\phi\) is the reflection phase referred to the interface.

## (a) Find the decay constant in the gap, and the gap edges.

**Solution.** The potential \(V(e^{2ipz}+e^{-2ipz})\) couples the waves \(e^{ipz}\) and \(e^{-ipz}\), which have equal kinetic energy. The two-band model keeps these two and drops \(e^{\pm3ipz}\). A solution decaying into the substrate is

\[
\psi=a\,e^{(ip-q)z}+b\,e^{(-ip-q)z},\qquad q>0 .
\]

For the first wave the kinetic energy is

\[
-\tfrac12(ip-q)^2=\tfrac12(p^2-q^2)+ipq ,
\]

and for the second \(ipq\) changes sign. With \(\Delta=\varepsilon-\varepsilon_p+q^2/2\), the Schrödinger equation gives

\[
(ipq-\Delta)a+Vb=0,\qquad Va+(-ipq-\Delta)b=0 .
\]

A nonzero solution requires a vanishing determinant:

\[
\Delta^2+p^2q^2=V^2. \tag{1}
\]

Put \(Q=q^2/2\), so that \(p^2q^2=4\varepsilon_pQ\). Then

\[
Q^2+2(\varepsilon+\varepsilon_p)Q+(\varepsilon-\varepsilon_p)^2-V^2=0 .
\]

Since \((\varepsilon+\varepsilon_p)^2-(\varepsilon-\varepsilon_p)^2=4\varepsilon\varepsilon_p\), the larger root is

\[
\frac{q^2}{2}=\sqrt{4\varepsilon_p\varepsilon+V^2}-\varepsilon-\varepsilon_p . \tag{2}
\]

It is positive when the product of the roots is negative, that is, when \(|\varepsilon-\varepsilon_p|<|V|\). The edges are therefore \(\varepsilon_p\pm|V|\), and \(q=0\) there.

Equation (2) also gives \(\Delta=\sqrt{4\varepsilon_p\varepsilon+V^2}-2\varepsilon_p\). Hence \(\Delta\) rises steadily from \(-|V|\) at the bottom to \(+|V|\) at the top.

## (b) How does the standing wave in the substrate move as the energy rises?

**Solution.** The first amplitude equation gives \(b/a=(\Delta-ipq)/V\), which by (1) has modulus one. Write it as \(e^{-2i\delta}\):

\[
\cos2\delta=\frac{\Delta}{V},\qquad \sin2\delta=\frac{pq}{V}. \tag{3}
\]

Choosing \(a=e^{i\delta}/2\) and \(b=e^{-i\delta}/2\) gives

\[
\psi=e^{-qz}\cos(pz+\delta).
\]

Because \(q>0\) inside the gap, \(\sin2\delta\) keeps the sign of \(V\). The angle \(2\delta\) stays on one half of the circle:

- for \(V>0\), it falls from \(\pi\) to \(0\);
- for \(V<0\), it falls from \(0\) to \(-\pi\).

In both cases \(\delta\) falls by \(\pi/2\), a quarter wavelength of the standing wave. For \(V>0\) the bottom state is a sine, with nodes at the potential maxima, and the top state is a cosine, with its density there. This is why their energies differ.

## (c) Match the film, and find the phase change for a weak potential without a step.

**Solution.** Taking out a factor \(e^{i\phi/2}\), the film wave becomes

\[
\psi=2e^{i\phi/2}\cos\!\left[k(z-z_0)-\phi/2\right].
\]

Its logarithmic derivative at \(z_0\) is \(k\tan(\phi/2)\). Continuity of \(\psi\) and \(\psi'\) requires

\[
k\tan\frac{\phi}{2}=L,\qquad L=-q-p\tan(pz_0+\delta). \tag{4}
\]

Suppose that film and substrate have the same mean potential. Then \(k/p=\sqrt{\varepsilon/\varepsilon_p}\) differs from one by about \(v/2\) at most. Equation (3) gives \(q/p\le|V|/p^2=v/2\). Both corrections vanish as \(v\to0\), leaving

\[
\phi=-2\delta-2pz_0\pmod{2\pi}. \tag{5}
\]

Since \(2\delta\) falls by \(\pi\), **the reflection phase rises by \(\pi\) from the bottom to the top of the gap**. In this limit the result holds for either sign of \(V\) and any interface plane.

For the course in between, define \(u\) by \(\cos u=-\Delta/|V|\), so that \(u\) runs from \(0\) to \(\pi\). Equation (3) gives \(2\delta=\pi-u\) for \(V>0\) and \(2\delta=-u\) for \(V<0\). Either way \(\phi-\phi_L=u\), where \(L\) as a subscript marks the lower edge and \(U\) the upper. The term \(q^2/2\) in \(\Delta\) is at most \(v|V|/4\), so to leading order

\[
\sin^2\frac u2=\frac{1+\Delta/|V|}{2}\simeq\frac{E-E_L}{E_U-E_L},
\]

\[
\phi-\phi_L=2\arcsin\sqrt{\frac{E-E_L}{E_U-E_L}}. \tag{6}
\]

For \(V>0\), (5) then gives the absolute phase \(\phi=u-\pi-2pz_0\), with \(u\) equal to the right side of (6). This absolute phase was tested against a transfer-matrix solution of the full cosine potential, with energies measured from its own edges. For \(pz_0=\pi/8\) its largest error is 0.038 rad at \(v=0.04\) and 0.019 rad at \(v=0.02\), so it vanishes in proportion to \(v\).

## (d) What is the slope of the phase, and what does it mean?

**Solution.** Differentiate \(\cos u=-\Delta/|V|\) with \(d\Delta/dE\simeq1\), and use \(pq=|V|\sin u\):

\[
\frac{d\phi}{dE}\simeq\frac{1}{|V|\sin u}=\frac{1}{pq}. \tag{7}
\]

The slope is \(1/|V|\) at midgap. It diverges at the edges as an inverse square root, so the total change stays finite.

To see the meaning, take a real decaying solution in a substrate potential \(W(z)\), and let \(\psi_E=\partial\psi/\partial E\). From \(\psi''=2(W-E)\psi\) it follows that \(\psi_E''=2(W-E)\psi_E-2\psi\), and hence

\[
(\psi\psi_E'-\psi'\psi_E)'=-2\psi^2 .
\]

The bracket vanishes far inside the substrate and equals \(\psi^2\,\partial L/\partial E\) at \(z_0\). Integration gives

\[
\frac{\partial L}{\partial E}=\frac{2}{\psi(z_0)^2}\int_{z_0}^{\infty}\psi^2dz>0 .
\]

Now differentiate \(\phi=2\arctan(L/k)\), using \(dk/dE=1/k\). For unit incident amplitude the film wave satisfies \(k^2\psi^2+\psi'^2=4k^2\) at \(z_0\), and

\[
\frac{d\phi}{dE}=\frac1k\int_{z_0}^{\infty}\psi^2dz-\frac{\sin\phi}{k^2}. \tag{8}
\]

The first term is the density stored in the tail divided by the incident flux, a dwell time. For a weak potential without a step, the tail is \(2e^{-q(z-z_0)}\) times a cosine. Its averaged density integrates to \(1/q\), which recovers (7). The second term is smaller by a factor of order \(v\). Thus the phase rises fastest near the edges because the wave penetrates farthest there.

## (e) Does the change remain \(\pi\) if the film has a different mean potential?

**Solution.** It does if the interface is a mirror plane of the cosine, \(pz_0=m\pi/2\) with integer \(m\). Then \(\theta=pz_0+\delta\) crosses one whole quadrant, and there are two cases:

- \(\theta\) falls from \(0\) to \(-\pi/2\) (up to multiples of \(\pi\)): \(L\) goes from \(0\) to \(+\infty\), and \(\phi\) from \(0\) to \(\pi\);
- \(\theta\) falls from \(\pi/2\) to \(0\): \(L\) goes from \(-\infty\) to \(0\), and \(\phi\) from \(-\pi\) to \(0\).

Inside the gap \(L\) is finite, so no further turn can enter. One edge state has a node at the interface and the other an antinode, and neither condition depends on \(k\).

Away from a mirror plane a potential step matters even as \(v\to0\). Take \(V>0\) and \(\eta=p/k\), so that \(\tan(\phi/2)=-\eta\tan\theta\).

For \(pz_0=-\pi/4\), \(\theta\) falls from \(\pi/4\) to \(-\pi/4\). Then \(L/k\) rises from \(-\eta\) to \(\eta\), and the change is \(4\arctan\eta\).

For \(pz_0=+\pi/4\), \(\theta\) falls from \(3\pi/4\) to \(\pi/4\). Then \(L/k\) rises from \(\eta\) to \(+\infty\), re-enters at \(-\infty\) and ends at \(-\eta\). The change is \(2\pi-4\arctan\eta\).

Both equal \(\pi\) when \(k=p\). For \(k=2p\) they are \(0.590\pi\) and \(1.410\pi\). The full cosine potential with \(v=0.01\) gives \(0.590\pi\) and \(1.409\pi\). In the limit \(v\to0\), a change by \(\pi\) therefore needs either a matched mean potential or a mirror-plane interface. At finite \(v\), a small step and the potential strength can also offset each other at some other plane. To first order the step adds \(-2(\eta-1)\sin2pz_0\) to the excess \((v/2)\sin4pz_0\) found in part (f), so the offset occurs at \(\cos2pz_0=2(\eta-1)/v\) and requires \(|\eta-1|<v/2\).

The reference plane matters too. Moving it a distance \(s\) into the film replaces \(\phi\) by \(\phi+2ks\), which adds \(2s(k_U-k_L)\) to the change.

## (f) Without a step, what is the first correction for finite \(v\)?

**Solution.** Take \(V>0\) first. The dropped waves add a third harmonic to the edge states, \(\cos pz+c\cos3pz\) and \(\sin pz+c\sin3pz\). Since

\[
2\cos2x\cos x=\cos3x+\cos x,\qquad 2\cos2x\sin x=\sin3x-\sin x,
\]

the third-harmonic component of the Schrödinger equation is \(9\varepsilon_pc+V=\varepsilon c\) in both cases. With \(\varepsilon\simeq\varepsilon_p\) this gives \(c=-V/(8\varepsilon_p)\). Acting back on the first harmonic, it shifts both edges by \(Vc=-V^2/(8\varepsilon_p)\).

Let \(x=pz_0\). For \(k=p\), \(\phi/2=\arctan[\psi'/(p\psi)]\). A small change \(\chi\) of \(\psi\) alters this angle by \((\psi\chi'-\psi'\chi)/p\), because \(\psi^2+\psi'^2/p^2=1\) for a pure sine or cosine. The alterations are

\[
\begin{aligned}
\text{bottom:}&\quad c(3\sin x\cos3x-\cos x\sin3x),\\
\text{top:}&\quad c(\sin x\cos3x-3\cos x\sin3x).
\end{aligned}
\]

Top minus bottom is \(-2c\sin4x\), which adds \(-4c\sin4x=(v/2)\sin4x\) to the change of \(\phi\).

The film wavevector also varies: \(\delta k/p=\mp v/2\) at the bottom and top. Equation (4) gives \(\delta\phi=-(\delta k/p)\sin\phi\). Since \(\sin\phi_U=-\sin\phi_L\), both edges receive \((v/2)\sin\phi_L\), which cancels in the difference. Therefore

\[
\phi_U-\phi_L=\pi+\frac v2\sin(4pz_0)+O(v^2). \tag{9}
\]

Reversing the sign of \(V\) is the same as moving the origin by \(\pi/(2p)\), which leaves \(\sin4pz_0\) unchanged, so (9) holds for both signs. At \(v=0.04\) and \(pz_0=\pi/8\) it predicts an excess of 0.0200 rad. The full potential gives 0.0193 rad for \(V>0\) and 0.0208 rad for \(V<0\).

## (g) Find the gap phase and the film levels for seven layers of Pb(111) on Cu(111).

Use rough typical inputs: lattice constants 3.61 Å (Cu) and 4.95 Å (Pb), a copper gap from \(-0.9\) to 4.1 eV about the Fermi level, and a work function of 4.2 eV. Four free electrons per lead atom put the film potential at \(-9.45\) eV. The lower copper edge state has its node on the atomic planes, so \(V>0\) with the origin on a plane. Place the interface half a copper spacing before the first plane.

**Solution.** The copper spacing is \(3.61/\sqrt3=2.084\) Å, so \(p=\pi/2.084=1.507\) Å\(^{-1}\) and \(\varepsilon_p=8.66\) eV. Half the gap is \(V=2.50\) eV, so \(v=0.289\), which is not very small. The interface has \(pz_0=-\pi/2\), a mirror plane. The change is therefore \(\pi\) despite the potential step, with \(\phi=0\) at the bottom.

At midgap, \(E=1.6\) eV and \(\varepsilon=\varepsilon_p\). In eV, equation (2) gives

\[
\varepsilon_p\frac{q^2}{p^2}=\sqrt{4(8.66)^2+(2.50)^2}-2(8.66)\simeq0.18 .
\]

Thus \(q/p\simeq0.144\) and \(q=0.217\) Å\(^{-1}\). The density decays over \(1/(2q)=2.3\) Å, about one copper layer.

For the phase, \(\cos2\delta=0.18/2.50\) gives \(\delta\simeq0.75\), and \(\theta=\delta-\pi/2\simeq-0.82\). Then \(L\simeq-0.22+1.62=1.40\) Å\(^{-1}\). The film wavevector is \(k=p\sqrt{(1.6+9.45)/8.66}\simeq1.70\) Å\(^{-1}\), so \(\phi=2\arctan(1.40/1.70)\simeq0.44\pi\).

The full cosine potential with the same \(V_0\) and \(V\) gives \(0.48\pi\), and the simple law (6) gives \(0.50\pi\). The gap of the full potential lies about 0.09 eV lower, however, from \(-0.99\) to 4.01 eV. With \(V_0\) and \(V\) adjusted to restore the stated edges it gives \(0.47\pi\), about equally far from the simple law and the two-band value. The simple law ignores \(q\), the third harmonic and the potential step between film and substrate. At a mirror plane without a step, the numerical results show that the corrections of first order in \(v\) cancel: the largest error of the law is 0.00053 rad at \(v=0.04\) and 0.00013 rad at \(v=0.02\), a fall as \(v^2\). With a step the accuracy of the law depends on the film potential: it is better than the two-band matching only near a matched mean potential, and poorer for a deeper film or a much shallower one. The two-band matching includes \(q\) and the step, but omits the third harmonic, which enters at first order in \(v\).

**Film levels.** At the vacuum side the wave decays as \(e^{\kappa z}\), with \(\kappa^2/2\) equal to the vacuum level minus \(E\). By the argument of (4), its reflection phase is \(\phi_{\rm vac}=-2\arctan(\kappa/k)\). The film wave is \(\cos[k(z-z_0)-\phi/2]\) seen from the substrate and \(\cos[k(z-z_0+D)+\phi_{\rm vac}/2]\) seen from the vacuum side. They agree up to a sign if

\[
2kD+\phi+\phi_{\rm vac}=2\pi n. \tag{10}
\]

For \(D=7\times2.858=20.0\) Å (2.00 nm), the two-band phase gives levels at 0.07, 1.74 and 3.44 eV. The phase from the full potential gives 0.04, 1.70 and 3.41 eV. Direct diagonalization of vacuum, film and substrate together agrees with the latter within 0.005 eV. Restoring the stated gap edges in the full potential raises its levels by 0.01 to 0.02 eV.

To isolate the role of the gap phase, hold \(\phi\) at its bottom value, with thickness and vacuum barrier fixed. Two levels remain in the gap, at 0.29 and 2.18 eV; the third moves to 4.13 eV, just above the upper edge, so the count itself depends on the rough inputs. The left side of (10) then advances by 2.65 turns across the gap instead of 3.15. The substrate phase supplies the missing half turn, or half a level.

At a fixed energy such as the Fermi level, (10) says that levels cross at thicknesses spaced by \(\pi/k\). There \(\phi\) shifts the whole sequence without altering its period. The two-band and full phases at the Fermi level, \(0.23\pi\) and \(0.27\pi\), differ by an amount that shifts the sequence by only about 0.04 Å.

**Comparison with the real interface.** Pb on Cu(111) is a system with quantum-size effects in its island heights, but the inputs above are rough and the levels are those of the model. Moving the interface by 0.3 Å either way changes the total phase change by less than \(0.02\pi\). The phase itself at the Fermi level shifts by about \(0.35\pi\), mostly the term \(2ks\) of part (e), because it is referred to the moved plane. Moving the film potential by 1 eV changes the two-band phase at the Fermi level by about \(0.01\pi\). The thermal energy at 300 K corresponds to 0.012 rad there.

The assumption most open to doubt is total reflection. The lattices do not match along the interface. If they are aligned, scattering through the difference of their shortest in-plane reciprocal vectors, 0.769 Å\(^{-1}\), puts 2.26 eV into lateral motion for a free-electron mass. Below about 1.4 eV the energy left for normal motion lies under the gap, so the electron can escape into copper. This channel is open to the lowest film level, which may be broadened. In real copper the lower gap edge rises faster with lateral wavevector than a free-electron mass gives, so the limit probably lies higher and the other levels may leak too. The model does not give the strength. Copper d bands, interface relaxation and the image barrier are also left out. So is the crystal potential of the lead film itself: a rough nearly-free-electron estimate flattens the lead band along (111) by about 10%, which would lower the upper level by roughly 0.3 eV, far more than the difference between the two-band and full substrate phases. Further values are in the numerical output.

## Computed results

```
WEAK-POTENTIAL TESTS
v=0.04: relative q^2 error 0.01008, with gap shift 0.000187
v=0.02: relative q^2 error 0.00499, with gap shift 0.000074
p*z0=-0.500 pi: max law error 0.00053, 0.00013 rad (v=0.04, 0.02)
p*z0= 0.125 pi: max law error 0.03771, 0.01900 rad (v=0.04, 0.02)
V sign +1, v=0.04: change minus pi 0.0193 rad, first order 0.0200
V sign -1, v=0.04: change minus pi 0.0208 rad, first order 0.0200
step k=2p, p*z0=-0.25 pi: change 0.590 pi, formula 0.590 pi
step k=2p, p*z0=+0.25 pi: change 1.409 pi, formula 1.410 pi
step k=2p, mirror plane: change 0.999 pi
EXAMPLE Pb(111) ON Cu(111), energies from Fermi level
lattice constants Cu, Pb: 3.61, 4.95 A
layer spacings Cu, Pb: 2.084, 2.858 A
gap edges -0.9, 4.1 eV; work function 4.2 eV
p = 1.507 1/A, eps_p = 8.66 eV, V = 2.50 eV, v = 0.289
mean potentials: substrate -7.06, film -9.45 eV
film: 7 layers, D = 20.01 A = 2.001 nm
two-band phase at edges: -0.000, 1.000 pi
full-potential gap edges: -0.987, 4.006 eV
full-potential phase change: 0.999 pi
E (eV), q (1/A), 1/(2q) (A), phase/pi: arcsin law, two-band, full
 0.0 0.1752 2.85  0.279 0.227 0.265
 1.6 0.2171 2.30  0.500 0.439 0.481
 3.2 0.1598 3.13  0.721 0.678 0.717
film levels (eV): n, two-band, full phase, diagonalization
 10 0.072 0.041 0.045
 11 1.737 1.701 1.705
 12 3.441 3.409 3.413
levels with phase frozen at its bottom value (eV): 10: 0.287, 11: 2.181
turns gained across gap: 3.152; with frozen phase 2.652
NEGLECTED EFFECTS
interface moved -0.3 A: phase change 1.017 pi
interface moved +0.3 A: phase change 0.982 pi
film potential -1 eV: phase at Fermi level 0.217 pi
film potential +1 eV: phase at Fermi level 0.239 pi
slope at Fermi level 0.461 rad/eV; kT(300 K) = 0.0259 eV gives 0.0119 rad
in-plane difference vector 0.769 1/A, lateral energy 2.26 eV
leakage channel open below 1.36 eV
```
